# Selectivity needed for a lateral nitride recess with limited oxide loss

## The problem

A trench has been cut through a stack in which silicon nitride layers lie between silicon oxide layers. A wet etch enters the trench and removes one nitride layer sideways, leaving a slot with an oxide face above and an oxide face below. The nitride is to be cleared over a lateral length $L=200$ nm, where it ends at a stop that does not etch. After clearing, the etch continues for an overetch of 20 percent. No exposed oxide face may lose more than $d=1$ nm, measured along the normal to that face. Near a corner, where two faces are attacked, the depth of a removed point is counted from the nearest original exposed face.

The selectivity is the ratio of the two etch rates,

$$S=\frac{R_N}{R_{ox}},$$

where $R_N$ is the speed of the nitride front and $R_{ox}$ the speed at which an oxide surface recedes. Both rates are taken as constant in time and along the slot, and the oxide etches equally fast in all directions. Lengths are in nm and times in min, the natural units here.

(a) Find the smallest selectivity that meets the requirement.

(b) For a nitride rate of 5 nm/min, a round value chosen for the example, find the etch time and the largest oxide rate that can be allowed.

(c) Find how the oxide loss varies along the slot, and its average.

(d) At the mouth of the slot the oxide has a corner, which is attacked from two sides. Decide whether this changes the answer to (a).

## Hints

**Hint 1.** The overetch is extra time, stated as a fraction of the time needed to clear the nitride. Write the total time before thinking about the oxide.

**Hint 2.** An oxide face inside the slot is protected until the nitride front has passed it. Ask which oxide surface has been wet for longest.

**Hint 3.** The limit applies to each face. Follow one face, and do not add the loss from the other side of the same oxide layer.

**Hint 4.** For part (d), let each point of the oxide surface start a disc of etched material at the moment it is uncovered. The disc grows at speed $R_{ox}$, and the etched region is everything that the discs have covered.

## Full solution

### (a) The smallest selectivity

The nitride front travels the length $L$ at speed $R_N$, so the clearing time is

$$t_c=\frac{L}{R_N}.$$

Let $f=0.20$ be the overetch fraction. The overetch lasts $f\,t_c$, and the total time is

$$t=t_c+f\,t_c=(1+f)\frac{L}{R_N}.$$

Let $x$ be the distance into the slot from the original trench wall. The front reaches $x$ at the time $x/R_N$, and from then on the oxide at $x$ is exposed. Its exposure time is

$$t_{exp}(x)=t-\frac{x}{R_N},\qquad 0\le x\le L.$$

This is largest at the mouth, $x=0$, where it equals the full time $t$. The oxide on the trench wall is also exposed from the start, so it too is wet for the full time. No oxide surface is exposed for longer.

The largest loss is therefore the oxide rate multiplied by the total time. With $R_{ox}=R_N/S$,

$$\delta_{max}=R_{ox}\,t=\frac{R_N}{S}\,(1+f)\frac{L}{R_N}=\frac{(1+f)L}{S}.$$

The nitride rate cancels. A faster etch at the same selectivity shortens the process but attacks the oxide faster in the same proportion.

The requirement is $\delta_{max}\le d$. Multiplying by $S$ and dividing by $d$, both positive, gives

$$S\ge S_{min}=\frac{(1+f)L}{d}.$$

With the given numbers,

$$S_{min}=\frac{1.20\times 200\ \text{nm}}{1\ \text{nm}}=240.$$

The nitride must etch at least 240 times as fast as the oxide.

The formula can be read as a ratio of two distances. During the whole process an unobstructed nitride front would travel $(1+f)L=240$ nm, while an oxide face may travel 1 nm. The stop holds the nitride front at 200 nm, but it does not stop the clock for the oxide. If there were no stop, the front would go on to 240 nm, and the loss at the mouth and on the wall would be the same, because those surfaces are wet for the same time in both cases.

Setting $f=0$ gives 200, the selectivity needed if the etch could be ended at the moment of clearing. A process with $S=200$ would fail once the overetch is included, since the largest loss would be

$$\delta_{max}=\frac{240\ \text{nm}}{200}=1.2\ \text{nm}.$$

The excess over the limit is 20 percent, equal to the overetch fraction, because the loss is proportional to the total time.

What the overetch buys can be stated in the same terms. Suppose that one slot on the wafer has a smaller nitride rate $R'$ than the nominal $R_N$. It clears within the total time if

$$R'\,t\ge L,\qquad\text{that is}\qquad R'\ge\frac{L}{t}=\frac{R_N}{1+f}.$$

With $f=0.20$, a slot whose rate is five sixths of the nominal rate just clears. The price is paid by the oxide everywhere, including beside slots that cleared on time.

### (b) Time and allowed oxide rate

For $R_N=5$ nm/min,

$$t_c=\frac{200\ \text{nm}}{5\ \text{nm/min}}=40\ \text{min},\qquad t=1.20\times 40\ \text{min}=48\ \text{min}.$$

An oxide face that is wet for 48 min may lose 1 nm, so

$$R_{ox}\le\frac{d}{t}=\frac{1\ \text{nm}}{48\ \text{min}}=0.0208\ \text{nm/min}.$$

The ratio of 5 nm/min to this rate is again 240.

This form of the condition is useful when the oxide rate changes during the process, for instance because the composition of the bath drifts. The loss of the trench wall is then the time integral of its rate, and the requirement becomes

$$\int_0^t R_{ox}(t')\,dt'\le d.$$

Dividing by $t$ shows that the time average of the oxide rate must not exceed $d/t$. A selectivity measured at the start of the process is then insufficient evidence, because it fixes the initial rate and not the average.

### (c) Loss along the slot

For large $S$ the oxide face stays nearly parallel to its original plane, and each point recedes along the original normal. The size of the error in this statement follows from part (d). The loss at $x$ is the oxide rate times the exposure time:

$$\delta(x)=R_{ox}\left(t-\frac{x}{R_N}\right)=\frac{R_N}{S}\left[\frac{(1+f)L}{R_N}-\frac{x}{R_N}\right]=\frac{(1+f)L-x}{S}.$$

The loss falls linearly with depth, so the slot becomes slightly wider at the mouth than at its inner end. The slope of each face is $1/S$ in magnitude. At $S=240$ the values are

- at the mouth, $\delta(0)=240\ \text{nm}/240=1.00$ nm;
- halfway in, $\delta(100\ \text{nm})=140\ \text{nm}/240=0.583$ nm;
- at the inner end, $\delta(200\ \text{nm})=40\ \text{nm}/240=0.167$ nm.

The value at the mouth is the depth reached through the slot face alone. When the wall is attacked too, the first nanometre of the face is removed entirely, as part (d) shows. The inner end is uncovered at the moment of clearing, so its loss comes entirely from the overetch. Without overetch it would be zero.

The average over the face is

$$\bar\delta=\frac1L\int_0^L\frac{(1+f)L-x}{S}\,dx=\frac{1}{LS}\left[(1+f)L^2-\frac{L^2}{2}\right]=\left(\frac12+f\right)\frac{L}{S}.$$

This gives $0.70\times 200\ \text{nm}/240=0.583$ nm, equal to the value halfway in, as it must be for a linear profile. A measurement that reports the average loss of the face would therefore show about 0.58 nm when the mouth is already at its limit of 1 nm. The requirement concerns the largest loss, and the average must not be put in its place.

### (d) The corner at the mouth

Let $y$ be the distance into the oxide from the original slot face. Before the etch, the oxide fills the quarter plane $x\ge0$, $y\ge0$. Its boundary $x=0$ is the trench wall and its boundary $y=0$ is the slot face.

**The wall.** All points of the wall are uncovered at time zero. At the end, each has produced a disc of radius

$$r_0=R_{ox}\,t=\frac{(1+f)L}{S}.$$

Together these discs remove the oxide up to $x=r_0$. The flat part of the wall, away from the corner, has thus lost $r_0$ along its normal. This is the loss used in part (a), with no approximation for large $S$. The wall is one of the exposed faces, so it alone requires $S\ge(1+f)L/d$.

**The slot face.** The point of the face at $x'$ is uncovered at the time $x'/R_N$. Its disc has the final radius

$$r(x')=R_{ox}\left(t-\frac{x'}{R_N}\right)=\frac{X-x'}{S},\qquad X=(1+f)L.$$

At position $x$ this disc reaches the depth $y$ given by

$$y^2=r(x')^2-(x-x')^2.$$

The etched depth at $x$ is the largest such $y$ over all starting points $x'$. Since $dr/dx'=-1/S$, setting the derivative of $y^2$ with respect to $x'$ to zero gives

$$-\frac{2r}{S}+2(x-x')=0,\qquad\text{so}\qquad x-x'=\frac{r}{S}.$$

The second derivative is $2/S^2-2$, which is negative for $S>1$, so this is a maximum. The deepest attack at $x$ comes from a point slightly nearer the mouth, which was uncovered earlier.

To find $r$ at the maximum, write $x'=x-r/S$ in the expression for the radius:

$$r=\frac{X-x+r/S}{S}=\frac{X-x}{S}+\frac{r}{S^2}.$$

Collecting the terms in $r$,

$$r\left(1-\frac1{S^2}\right)=\frac{X-x}{S},\qquad r=\frac{S\,(X-x)}{S^2-1}.$$

The depth then follows from $y^2=r^2-r^2/S^2$:

$$\delta(x)^2=r^2\,\frac{S^2-1}{S^2}=\frac{(X-x)^2}{S^2-1},\qquad \delta(x)=\frac{(1+f)L-x}{\sqrt{S^2-1}}.$$

The starting point must lie on the slot face, $x'\ge0$. At the limit $x'=0$ the radius is $r_0$, and the corresponding position is $x=r_0/S$. The formula therefore holds for $r_0/S\le x\le L$. The oxide that survives begins at $x=r_0$, which is farther in, so all of the surviving face is covered.

Compared with part (c), $S$ has been replaced by $\sqrt{S^2-1}$. The relative difference is about $1/(2S^2)$, which at $S=240$ is less than one part in $10^5$. The simple linear profile is thus adequate here. It becomes poor at low selectivity: at $S=2$ the loss is larger than the linear profile predicts by the factor $2/\sqrt3$, or about 15 percent. For $S\le1+f$ the attack on the wall removes the whole slot face, and no profile is left to describe.

**The surviving edge.** The wall has moved back by $r_0=1$ nm at $S=240$, so the outermost oxide still present on the slot face is at $x=1$ nm. Its loss is

$$\delta(1\ \text{nm})=\frac{240-1}{\sqrt{240^2-1}}\ \text{nm}=0.996\ \text{nm}.$$

This is slightly below the limit, because this point was uncovered a little later than the mouth. If the slot face were judged at its surviving edge and the wall were ignored, a selectivity of about 239 would pass. The wall does not allow this relaxation.

**A protected wall.** Suppose instead that the wall carried a coating that does not etch. The oxide at $x=0$ would then be attacked through the slot face, and the disc started there at time zero would reach the depth $r_0$. The loss at the mouth would again be $(1+f)L/S$. The bound of 240 therefore holds with or without attack on the wall, and the corner does not change the answer to (a).

## Variation 1: the limit applies to a whole oxide layer

**Question.** An oxide layer in the stack has a nitride layer above it and another below it. Both are cleared at the same time and at the same rate. What selectivity is needed if the oxide layer may become thinner by at most 1 nm in total at the mouth?

**Solution.** The layer loses material from its upper and its lower face. At the mouth each face loses $(1+f)L/S$, so the thinning is

$$\Delta h=\frac{2(1+f)L}{S}.$$

Setting $\Delta h\le d$ gives

$$S\ge\frac{2(1+f)L}{d}=2\times240=480.$$

Under the original requirement, with $S=240$, the same layer becomes thinner by 2 nm at the mouth although each face respects its own limit. The two requirements differ by a factor of two, so a specification has to say whether its limit refers to a face or to a layer.

This thinning at the original mouth is exact when the wall is protected. When the wall is attacked, the oxide at $x<r_0$ is removed over the whole thickness of the layer, and the thinning has a meaning only from the surviving edge inward. At that edge it is smaller by a relative amount of about $1/S$, for the reason found in part (d), so a selectivity of about 479 would suffice there and 480 is a safe bound.

## Variation 2: the nitride etch slows inside the slot

**Question.** Suppose that the reactant that etches the nitride is dilute and reacts so fast at the nitride surface that its diffusion along the slot slows the front. The selectivity is measured on open surfaces, where the nitride rate is $R_0=5$ nm/min. How large must this open-surface selectivity be?

**Model.** The reactant has the concentration $c_0$ at the mouth and is consumed at the nitride front and nowhere else. Consumption is of first order: per unit area of front it equals $k\,c_F$, where $c_F$ is the concentration at the front and $k$ is a surface rate constant. The front moves slowly enough for the concentration to be steady at each recess depth $x$. The local nitride rate is proportional to $c_F$.

**Solution.** In steady diffusion without consumption along the way, the concentration falls linearly from $c_0$ to $c_F$. With the diffusion coefficient $D$, the supply to the front equals the consumption there:

$$D\,\frac{c_0-c_F}{x}=k\,c_F.$$

Multiplying by $x/D$ gives $c_0-c_F=(kx/D)\,c_F$, and hence

$$\frac{c_F}{c_0}=\frac{1}{1+x/\lambda},\qquad \lambda=\frac{D}{k},\qquad R_N(x)=\frac{R_0}{1+x/\lambda}.$$

The length $\lambda$ is the recess depth at which the nitride rate has fallen to half. The clearing time is the sum of the times spent on each element $dx$:

$$t_c=\int_0^L\frac{dx}{R_N(x)}=\frac1{R_0}\int_0^L\left(1+\frac{x}{\lambda}\right)dx=\frac{L}{R_0}\left(1+\frac{L}{2\lambda}\right).$$

The solution in the trench is assumed to keep the concentration $c_0$ over its whole depth, so the oxide rate on the trench wall stays at $R_{ox}=R_0/S_0$, where $S_0$ is the open-surface selectivity. Its loss during $(1+f)t_c$ must not exceed $d$:

$$\frac{R_0}{S_0}(1+f)\frac{L}{R_0}\left(1+\frac{L}{2\lambda}\right)\le d,\qquad S_0\ge\frac{(1+f)L}{d}\left(1+\frac{L}{2\lambda}\right).$$

The slot faces are then safe as well, provided that the oxide rate inside the slot is no larger than on the wall, since they are exposed for no longer.

Take $\lambda=1000$ nm, a value chosen to make the effect visible and not typical of a concentrated liquid bath. If $n$ is the amount of reactant consumed per volume of nitride, then $k c_0=nR_0$ and $\lambda=Dc_0/(nR_0)$. With the illustrative values $D=10^{-10}$ m$^2$/s, $c_0=10^3$ mol/m$^3$ and $n=10^5$ mol/m$^3$, this length is about 1 cm at 5 nm/min, and the correction is negligible. With the same $D$, $n$ and open-surface rate, $\lambda=1000$ nm requires $c_0\approx0.08$ mol/m$^3$ and a rate constant $k$ about 12000 times larger. The example below therefore describes a very dilute reactant with a fast surface reaction. At so small a $\lambda$ the assumption of a uniform trench is restrictive. If nitride makes up a fraction $\phi$ of both walls of a trench of width $w$, the balance $Dw\,c''=2\phi k\,c$ gives a decay length $\sqrt{w\lambda/(2\phi)}$ down the trench. For $w=150$ nm and $\phi=1/2$ this is about 390 nm, and at the bottom of a trench 1000 nm deep the concentration is about 15 percent of its value at the top. A liquid boundary layer much thicker than $\lambda$ would likewise lower the concentration at an open surface, so $c_0$ and $R_0$ must refer to the solution directly at the surface. The number found below isolates the effect of the slot alone. It applies to a trench much shallower than this decay length, and in a deeper trench the depletion along the trench is the larger correction. Dilution alone, at fixed $k$, would lower the rate on open surfaces and in the slot by the same factor and leave $\lambda$ unchanged. At full depth the nitride rate has fallen to $5/1.2=4.17$ nm/min. The correction factor is $1+200/2000=1.10$, so that

$$t_c=1.10\times40\ \text{min}=44\ \text{min},\qquad t=1.20\times44\ \text{min}=52.8\ \text{min},$$

$$S_0\ge1.10\times240=264.$$

If the open-surface selectivity were left at 240, the wall would lose 1.1 nm, which is 10 percent above the limit.

For $\lambda\gg L$ the correction disappears and the result of part (a) returns. For $\lambda\ll L$ the factor tends to $L/(2\lambda)$, and the required selectivity grows as $L^2$ instead of $L$: a recess twice as long then needs four times the selectivity. The model fails if the oxide also consumes a significant part of the reactant, if the reactant is depleted along a deep and narrow trench before it reaches the slot, or if dissolved etch products collect in the slot and change either rate.

All numerical values are calculated from the stated model.
